# The Fluorite Madelung Constant from Zinc Blende and Caesium Chloride, part 2

The problem is to relate the Madelung constant $M$ of fluorite (F) to those of zinc blende (Z) and caesium chloride (C). The ions are point charges $q_i$ in units of the elementary charge $e$, and the equations are in Hartree atomic units. With $d$ the shortest cation-anion distance, $M$ is defined by

$$E=-\frac{M}{d}, \tag{1}$$

where $E$ is the electrostatic energy of one formula unit, counted from infinitely separated ions. If $V_i$ is the potential at ion $i$ due to all other ions, then

$$E=\frac12\sum_i q_iV_i, \tag{6}$$

summed over one formula unit.

The conventional fluorite cube has edge $a$, and

$$\mathbf s=\frac a4(1,1,1),\qquad |\mathbf s|=\frac{\sqrt3}{4}\,a=d. \tag{3}$$

Four face-centred cubic (fcc) lattices $A$, $B$, $D$ and $C$ have offsets $0$, $\mathbf s$, $2\mathbf s$ and $3\mathbf s$, and $4\mathbf s$ is an fcc translation. Fluorite has $+2$ on $A$ and $-1$ on $B$ and $C$. Zinc blende has $+1$ on $A$ and $-1$ on $B$. Caesium chloride has $+1$ on $A$ and $D$ and $-1$ on $B$ and $C$; its formula unit is one ion pair. All three have the same $d$.

The first derivation gave each charged lattice a uniform neutralizing background and a potential of zero cell average. Inversion equates the offsets $\mathbf s$ and $3\mathbf s$, so three potentials suffice: at a lattice's own sites (without the ion's own term), at $\mathbf s$ and at $2\mathbf s$. The result was

$$M_{\rm F}=2M_{\rm Z}+M_{\rm C}, \tag{2}$$

with fluorite site potentials $-2M_{\rm Z}/d$ at the cation and $+M_{\rm C}/d$ at the anion. Summing $q_j/r_j$ over a finite cube with fractional boundary charges gave

$$M_{\rm Z}=1.63806,\qquad M_{\rm C}=1.76267, \tag{13}$$

$$M_{\rm F}=2(1.63806)+1.76267=5.0388, \tag{14}$$

The second derivation obtains the energy relation from the Fourier components of the charge, without using potentials at sites.

### Energy in terms of structure factors

Replace each point charge by a narrow Gaussian cloud of the same total charge,

$$g(r)=\left(\frac\alpha\pi\right)^{3/2}e^{-\alpha r^2},\qquad
\int g(r)e^{-i\mathbf G\cdot\mathbf r}d^3r=e^{-G^2/4\alpha}. \tag{16}$$

The point-charge limit is $\alpha\to\infty$. Let $\Omega=a^3/4$ be the volume of the primitive fcc cell and $\mathbf G$ a reciprocal vector of the fcc lattice. The structure factor and the Fourier component of the charge density are

$$S(\mathbf G)=\sum_jq_je^{-i\mathbf G\cdot\mathbf r_j},\qquad
\rho_{\mathbf G}=\frac{S(\mathbf G)}\Omega e^{-G^2/4\alpha}, \tag{17}$$

where the sum covers the ions of one primitive cell. Poisson's equation, $\nabla^2V=-4\pi\rho$, becomes $V_{\mathbf G}=4\pi\rho_{\mathbf G}/G^2$. The charge density has no component at $\mathbf G=0$ because $S(0)$ is the total charge of the cell, which is zero. Omitting this term from the potential also assumes that the potential is periodic, with no macroscopic field from surface charges. The assumption matters: the primitive cell of zinc blende has a dipole, and summing such cells in a growing sphere gives 0.958 in place of 1.638. The energy of the clouds in one cell is

$$U(\alpha)=\frac12\int_\Omega\rho V\,d^3r
=\frac\Omega2\sum_{\mathbf G\ne0}\rho_{\mathbf G}^*V_{\mathbf G}
=\frac{2\pi}\Omega\sum_{\mathbf G\ne0}\frac{|S(\mathbf G)|^2}{G^2}e^{-G^2/2\alpha}. \tag{18}$$

This includes the energy of each cloud with itself, which has to be removed. The interaction of two unit clouds equals that of a point charge with one broader Gaussian. The variances of the two clouds add, so the broader Gaussian has exponent $\beta=\alpha/2$. Its potential is $\operatorname{erf}(\sqrt\beta\,r)/r$, as its Laplacian shows:

$$\frac1r\frac{d^2}{dr^2}\operatorname{erf}(\sqrt\beta\,r)
=\frac1r\frac d{dr}\left(2\sqrt{\frac\beta\pi}\,e^{-\beta r^2}\right)
=-4\pi\left(\frac\beta\pi\right)^{3/2}e^{-\beta r^2}.$$

At $r=0$ the potential is $2\sqrt{\beta/\pi}$. Half of this, with $\beta=\alpha/2$, is the self-energy of a unit cloud, $\sqrt{\alpha/2\pi}$. A cloud of charge $q$ has $q^2$ times as much.

Between different ions, the cloud interaction differs from $1/r$ by $-\operatorname{erfc}(\sqrt{\alpha/2}\,r)/r$. This correction is short-ranged, and its sum over the crystal vanishes as the clouds shrink. The point-charge energy per cell is therefore

$$E_{\rm cell}=\lim_{\alpha\to\infty}\left[
\frac{2\pi}\Omega\sum_{\mathbf G\ne0}\frac{W(\mathbf G)}{G^2}e^{-G^2/2\alpha}
-\sqrt{\frac\alpha{2\pi}}\,Q\right], \tag{19}$$

with $W=|S|^2$ and $Q=\sum_jq_j^2$. The structure enters through $W$ and $Q$, and the expression is linear in both. The two terms grow separately as $\alpha$ increases, so the limit must be taken after they have been combined.

### Three classes of waves

Define the phase factor $t=e^{-i\mathbf G\cdot\mathbf s}$. Because $4\mathbf s$ is a lattice translation, $t^4=1$, so $t$ can be $1$, $-1$, $i$ or $-i$. The structure factors are

$$S_{\rm F}=2-t-t^3,\qquad S_{\rm Z}=1-t,\qquad S_{\rm C}=1+t^2-t-t^3. \tag{20}$$

For $t=1$ all three vanish. For $t=-1$ they are $4$, $2$ and $4$. For $t=\pm i$ one has $t^3=-t$ and $t^2=-1$, so they are $2$, $1\mp i$ and $0$. The squared magnitudes are

| $t$ | $W_{\rm F}$ | $W_{\rm Z}$ | $W_{\rm C}$ |
|:---:|:---:|:---:|:---:|
| $1$ | 0 | 0 | 0 |
| $-1$ | 16 | 4 | 16 |
| $\pm i$ | 4 | 2 | 0 |

Every row satisfies

$$W_{\rm F}=2W_{\rm Z}+\tfrac12W_{\rm C}. \tag{21}$$

The sums of squared charges are $Q_{\rm F}=4+1+1=6$, $Q_{\rm Z}=2$ and $Q_{\rm C}=4$. They obey the same relation, $6=2(2)+\frac12(4)$. Since equation (19) is linear in $W$ and $Q$,

$$E_{\rm F}=2E_{\rm Z}+\tfrac12E_{\rm C,cell}. \tag{22}$$

The fcc primitive cell contains one formula unit of fluorite or zinc blende, but its four charges form two ion pairs of caesium chloride. Thus $\frac12E_{\rm C,cell}$ is the energy of one pair, $-M_{\rm C}/d$. Substituting the definitions of the constants gives

$$-\frac{M_{\rm F}}d=-\frac{2M_{\rm Z}}d-\frac{M_{\rm C}}d,$$

which is the relation found before.

The table also separates the physical contributions. Waves with $t=\pm i$ have opposite signs on $A$ and $D$, so they cancel in caesium chloride, where these lattices have equal charge. Zinc blende supplies their entire contribution to fluorite. Waves with $t=-1$ have one sign on $A$ and $D$ and the other on $B$ and $C$. Both binary structures contribute to these.

Rock salt provides a further relation. It has $+1$ on $A$ and $-1$ on $D$, so $S=1-t^2$. Its $W$ is zero for $t=\pm1$ and 4 for $t=\pm i$, and $Q=2$. The table then gives $\frac12W_{\rm C}=2W_{\rm Z}-W_{\rm N}$, where N denotes rock salt, and the values of $Q$ obey the same equation. The pair energies therefore satisfy $E_{\rm C}=2E_{\rm Z}-E_{\rm N}$. The nearest distance in this rock salt crystal is $a/2$, so $E_{\rm N}=-2M_{\rm N}/a$. Multiplication by $-d$ gives

$$M_{\rm C}=2M_{\rm Z}-\frac{\sqrt3}2M_{\rm N},\qquad
M_{\rm F}=4M_{\rm Z}-\frac{\sqrt3}2M_{\rm N}. \tag{23}$$

The finite-cube sum gives $M_{\rm N}=1.74756$, so the first formula yields $3.27612-1.51343=1.7627$, in agreement with the value for caesium chloride.

### What each derivation assumes

Both derivations assume a periodic, neutral crystal of point charges, with anions at the ideal quarter positions of the body diagonal. Both treat the energy as a sum over pairs. Neither requires the crystal to be at its equilibrium volume, because $a$ is arbitrary.

The first derivation needs a finite potential for one charged sublattice, which the background supplies. It uses inversion to equate the offsets $\mathbf s$ and $3\mathbf s$. In return it gives the potential at each site as well as the energy. Those potentials refer to a zero cell average. In a finite crystal, its surface can change their common zero.

The second derivation works with the whole neutral cell and needs no separate sublattice potential. Inversion is not invoked as a separate step, since it is contained in the positions that fix the structure factors. The cost is a smearing of the charges, a self-energy subtraction and a limit. Since $|S|^2$ contains the whole cell, this route gives the total energy without dividing it among the sites.

The Coulomb law has a limited role in either argument. If $q_iq_j/r$ is replaced by $q_iq_jf(r)$, with $f$ decaying fast enough for the sums to converge, the first derivation still gives $E_{\rm F}=2E_{\rm Z}+E_{\rm C}$ at common $d$. The Coulomb law is needed to express each energy as a pure number divided by $d$.

The relation is lost when the anions leave their ideal sites, because the offsets then no longer reduce to the same three potentials. The loss has no first-order term in the displacement. An anion site has three perpendicular twofold axes, and a nonzero field vector cannot be unchanged by all three rotations. The field at the ideal site is therefore zero, and so is the first-order energy change.

### Example in the regime of cubic hafnia

Take $a=0.51$ nm and formal charges $+4$ and $-2$, rough typical values for cubic hafnia. Then $d=\sqrt3(0.51)/4=0.2208$ nm. All charges are twice those in the definition of $M_{\rm F}$, so the energy is multiplied by four. With $e^2/4\pi\varepsilon_0=1.43996$ eV nm,

$$E=-4(5.0388)\frac{1.43996}{0.2208}\ {\rm eV}=-131.4\ {\rm eV}=-4.830\ {\rm hartree} \tag{24}$$

per formula unit. The site potentials are doubled, to $-42.72$ V at the cation and $+22.99$ V at the anion. Equation (6) then gives $\frac12[4(-42.72)+2(-2)(22.99)]=-131.4$ eV. This energy is relative to separated ions with the formal charges, and is not a cohesive energy relative to neutral atoms.

Short-range repulsion can be sized with a Born term, $E(d)=-X/d+Y/d^n$. Equilibrium requires $X/d=nY/d^n$, so the repulsion is $1/n$ of the electrostatic magnitude. Let $v$ be the volume per formula unit. Since $v\propto d^3$, the bulk modulus at equilibrium is $K=v\,d^2E/dv^2=d^2E''(d)/9v$. Here

$$d^2E''=-\frac{2X}d+n(n+1)\frac Y{d^n}=(n-1)\frac Xd,\qquad
n=1+\frac{9Kv}{X/d}. \tag{25}$$

A rough $K=250$ GPa and $v=0.03316$ nm³ give $n=4.54$ after conversion of units. The repulsion is $131.4/4.54=28.9$ eV.

The formal charges are another source of uncertainty. If all charges are multiplied by an illustrative factor of 0.8 at fixed $a$, the electrostatic binding falls by $(1-0.8^2)131.4=47.3$ eV. Covalent bonding also changes the energy in ways that a rescaled charge does not describe.

Vibrations are absent from the static sum. A harmonic mode of frequency $\omega$ has mean energy $\frac12\hbar\omega\coth(\hbar\omega/2k_BT)$, which is at least $k_BT$ because $x\coth x\ge1$. Three atoms contribute nine modes, so at 300 K the vibrational energy is at least 0.233 eV per formula unit in a structure whose modes are all stable. Cubic hafnia is a high-temperature phase that is unstable to the oxygen displacement considered next, as is the model used here, so for it the number only indicates the scale. Much of it may cancel between polymorphs.

The tetragonal polymorph has neighbouring oxygen columns displaced in opposite directions along one axis. Take a displacement of 0.025 nm and keep the cubic cell fixed. Each oxygen then has two bonds of 0.2074 nm and two of 0.2362 nm. An Ewald sum gives an electrostatic change of $-1.106$ eV per formula unit. The Born repulsion, assigned to nearest cation-anion pairs with the same $n$, changes by $+0.971$ eV. With these rough parameters the two add to $-0.135$ eV. This is a small difference between two larger terms, and neither its size nor its sign is robust. It becomes positive for $K$ above about 284 GPa. With charges reduced by the factor 0.8 and $n$ refitted to the same $K$, it is $+0.27$ eV. With the repulsion spread over all cation-anion pairs, it is $-0.33$ eV.

The slope of the electrostatic energy gives a field of $F=21.0$ V/nm at each displaced oxygen. For a rough polarizability volume $\alpha_{\rm p}=0.002$ nm³, two oxygens in this fixed field contribute

$$-\frac{\alpha_{\rm p}(eF)^2}{1.43996\ {\rm eV\,nm}}=-0.61\ {\rm eV}, \tag{26}$$

where $eF=21.0$ eV/nm. Interactions among the induced dipoles are left out. Dipoles in one oxygen column point the same way and strengthen each other's field, so including these interactions makes the polarization energy more negative: self-consistent point dipoles give $-1.53$ eV, and for this pattern the energy diverges near $\alpha_{\rm p}=0.0033$ nm³. A linear point polarizability in so strong a field, with no coupling to the short-range repulsion, is therefore not quantitative. For formal charges and $K=250$ GPa, the fixed-field estimate is already several times larger than the sum of the other two terms, so neither a rigid-ion model nor this point-dipole estimate can settle the size of the polymorph energy.

In real hafnia the stable form under ordinary conditions is monoclinic, and the ferroelectric phase in thin-film capacitors is a polar orthorhombic one. Both depart from the ideal fluorite sites assumed here. The chosen cube edge is typical of the cubic form, whereas the formal charges overstate the ionicity. In this model the assumed oxygen displacement moves the electrostatic energy by about 1 eV, and the assumed charge reduction moves it by about 47 eV. Most of the latter cancels when two structures with the same charges are compared: the electrostatic change of 1.106 eV on displacement is reduced by the factor $0.8^2$, which is a loss of 0.40 eV.

Energy differences between competing polymorphs are of the rough order of 0.1 eV per formula unit, or about 0.08 percent of the electrostatic energy. Since $E$ varies as the square of the charge scale, a relative charge error of half this, about 0.04 percent, changes $E$ by the same 0.1 eV. An error shared by two polymorphs changes their electrostatic energy difference by only 0.08 percent of that difference. The large sensitivity therefore matters for a ranking when the charges differ from one polymorph to the other. The constant 5.039 fixes the electrostatic scale of the ideal structure. A ranking of hafnia polymorphs needs the relaxed positions and a treatment of the electrons.

All numerical values are calculated from the stated model.
